\section*{Which Band-by-Band Born Charge Contributions Are Independent of Gauge?}

\section*{Question}

I am studying a model insulator with four filled, spin-paired bands. They form two pairs. The bands of a pair touch at the zone edge, and gaps separate the pairs from each other and from the empty bands. I want to know which electrons produce the Born effective charge of one of the atoms, so I split the electronic part band by band.

For the upper filled pair, the energy-ordered bands give $-0.77$ and $-2.43$ in units of the elementary charge $e$. Wannier functions built from the same pair give $-1.60$ and $-1.60$. A linear-response calculation in the parallel-transport gauge does not even reproduce the sum for the pair. All three methods agree on the total. Which decomposition is physical, and may I say that the highest filled band dominates the response?

\section*{Answer}

You should not say that the highest band dominates. Its energy-ordered value is a definite number, but it does not describe a charge that moves with the crystal, and the contribution of a single Wannier function in the pair depends on the gauge. The sum over the pair is independent of the gauge, provided that the gauge does not mix the two pairs, and this must hold while the atom moves as well as before it moves. The parallel-transport gauge breaks that condition. The measurable response is the total, including the cores.

\subsection*{From a Wannier centre to a Born charge}

I take independent electrons in one dimension, at zero macroscopic field, in Rydberg units. The Bloch functions are $\psi_{nk}=e^{ikx}w_{nk}$, where $w_{nk}$ has the period $a$ of the cell and is an eigenfunction of
\begin{equation}
H(k)=(-i\partial_x+k)^2+V .
\end{equation}
If $w_n$ is smooth in $k$ and $\psi_{nk}$ is periodic in $k$, the Wannier centre is
\begin{equation}
X_n=\frac{a}{2\pi}\int_{-\pi/a}^{\pi/a}A_n\,dk,\qquad
A_n=i\langle w_n|\partial_k w_n\rangle .
\end{equation}

Let $u$ be the displacement of an atomic sublattice. Differentiation, followed by the product rule for $\partial_k\langle w_n|\partial_u w_n\rangle$, gives
\begin{align}
\partial_u A_n
&=i\langle\partial_u w_n|\partial_k w_n\rangle
 +i\langle w_n|\partial_u\partial_k w_n\rangle\nonumber\\
&=i\langle\partial_u w_n|\partial_k w_n\rangle
 -i\langle\partial_k w_n|\partial_u w_n\rangle
 +\partial_k\bigl(i\langle w_n|\partial_u w_n\rangle\bigr)\nonumber\\
&=\Omega_n+\partial_k\bigl(i\langle w_n|\partial_u w_n\rangle\bigr),
\qquad
\Omega_n=2\,\mathrm{Im}\langle\partial_k w_n|\partial_u w_n\rangle .
\label{eq:deriv}
\end{align}
The last line uses $i(z^*-z)=2\,\mathrm{Im}\,z$. In a smooth periodic gauge the $k$-derivative integrates to zero, so $dX_n/du$ is the zone average of the curvature $\Omega_n$.

In your type of chain, two equivalent atoms B per cell move together. The cell dipole changes by $2Z_B e\,du$. The cores supply $2Z_{\rm core}e\,du$, and each spin-paired band supplies $-2e\,dX_n$. Dividing by $2e\,du$ gives
\begin{equation}
Z_B=Z_{\rm core}-\sum_{n\,\rm occ}\frac{dX_n}{du}.
\label{eq:Z}
\end{equation}
The contribution of band $n$ is therefore $-dX_n/du$.

\subsection*{What survives a change of gauge}

Inside a group $\mathcal G$ of $N$ bands, any periodic unitary matrix $U(k,u)$ gives an equally good basis $w'_j=\sum_i w_iU_{ij}$. With $A_{ij}=i\langle w_i|\partial_kw_j\rangle$, the product rule gives
\begin{equation}
A'=U^\dagger AU+iU^\dagger\partial_kU .
\end{equation}
The diagonal elements change in general. For the trace, write $\det U=e^{i\varphi}$. Then
\begin{equation}
\mathrm{tr}\,A'=\mathrm{tr}\,A+i\,\partial_k\ln\det U
=\mathrm{tr}\,A-\partial_k\varphi .
\end{equation}
Because $\det U$ is periodic, $\varphi$ grows by $2\pi\nu$ across the zone, with integer $\nu$. The summed centre changes by $-\nu a$. An integer cannot vary continuously with $u$, so the derivative of the summed centre is unchanged.

A sum over states shows which transitions enter. For nondegenerate eigenstates and $\lambda=k$ or $u$, first-order perturbation theory gives
\begin{equation}
\langle w_m|\partial_\lambda w_n\rangle
=\frac{\langle w_m|\partial_\lambda H|w_n\rangle}{E_n-E_m},\qquad m\ne n .
\end{equation}
Inserting a complete set into $\Omega_n$ yields
\begin{equation}
\Omega_n=\sum_{m\ne n}t_{nm},\qquad
t_{nm}=2\,\mathrm{Im}\frac{\langle w_n|\partial_kH|w_m\rangle
\langle w_m|\partial_uH|w_n\rangle}{(E_n-E_m)^2}.
\label{eq:t}
\end{equation}
The term $m=n$ drops out because it is a product of two imaginary numbers, which is real. Exchanging $n$ and $m$ replaces the numerator by its complex conjugate, so $t_{mn}=-t_{nm}$. Terms inside the group cancel in pairs:
\begin{equation}
\frac{dX_{\mathcal G}}{du}
=\frac{a}{2\pi}\int dk\sum_{n\in\mathcal G}\sum_{m\notin\mathcal G}t_{nm}.
\label{eq:group}
\end{equation}
The remaining denominators stay away from zero as long as gaps isolate the group. If such a gap closes during the displacement, the group itself is no longer defined.

An isolated single band is a group with $N=1$. Its $U$ is a phase, and its contribution is well defined. The gauge difficulty is thus specific to bands that are connected, or to gauges that mix bands. A band isolated only by a very small gap has a definite contribution, but its value can be governed by whatever opens that gap, as the chain below shows.

\subsection*{One contribution can be given any value}

Take two orthonormal Wannier functions $W_1,W_2$ of one group and rotate them:
\begin{equation}
W'_1=\cos\theta\,W_1+\sin\theta\,W_2,\qquad
W'_2=-\sin\theta\,W_1+\cos\theta\,W_2 .
\end{equation}
Applying the same rotation in every cell keeps the whole set orthonormal and spans the same bands. With $X_{12}=\langle W_1|x|W_2\rangle$, the first new centre is
\begin{equation}
X'_1=\cos^2\theta\,X_1+\sin^2\theta\,X_2+\sin2\theta\,\mathrm{Re}X_{12}.
\end{equation}
Let the angle follow the atom, $\theta=\pi/4+\eta u$. At $u=0$ the derivatives of $\cos^2\theta$, $\sin^2\theta$ and $\sin2\theta$ are $-\eta$, $+\eta$ and $0$. Hence
\begin{equation}
\frac{dX'_1}{du}=\frac12\left(\frac{dX_1}{du}+\frac{dX_2}{du}\right)
+\frac{d\,\mathrm{Re}X_{12}}{du}+\eta(X_2-X_1).
\label{eq:eta}
\end{equation}
For $W'_2$ the last two terms change sign, so the sum is untouched. When the centres differ, the free number $\eta$ can give $dX'_1/du$ any real value.

Translation invariance does not remove this freedom. Choose $W_1$ and $W_2$ so that they move with the crystal in a rigid shift, for example by attaching the Gaussians from which they are projected to the other sublattice. Let $\eta$ multiply the displacement of B relative to that sublattice. A rigid shift of the crystal then leaves $\theta$ fixed and carries both functions along, while the response to moving B alone still contains $\eta$.

\subsection*{Why energy ordering does not settle the matter}

One may insist on energy eigenstates. The zone average of $\Omega_n$ is then a definite number, independent of the phases of the states. In a connected group, however, it need not describe a Wannier function that moves with the crystal. A rigid translation by $s$ shows this.

The translated state is $w_n(x-s)$, so $\partial_sw_n=-\partial_xw_n$. Define $p_n=\langle w_n|-i\partial_x|w_n\rangle$. Since $-i\partial_x$ is Hermitian,
\begin{equation}
\partial_kp_n=2\,\mathrm{Re}\bigl(-i\langle\partial_kw_n|\partial_xw_n\rangle\bigr)
=2\,\mathrm{Im}\langle\partial_kw_n|\partial_xw_n\rangle=-\Omega_n .
\end{equation}
The Hellmann--Feynman theorem gives $E'_n=2(p_n+k)$, where primes on $E_n$ denote $k$-derivatives. Therefore $p_n=E'_n/2-k$ and
\begin{equation}
\Omega_n=1-\tfrac12E''_n .
\end{equation}
Suppose the band is smooth inside the zone and meets its partner at the edge. Time reversal makes $E'_n$ odd in $k$, so
\begin{equation}
\frac{a}{2\pi}\int_{-\pi/a}^{\pi/a}\Omega_n\,dk
=1-\frac{a}{2\pi}E'_n(\pi/a^-).
\label{eq:edge}
\end{equation}
For an isolated band $E'_n$ is also periodic. It must then vanish at the edge, and the result is 1: the centre moves with the crystal. At a touching with finite slope the result differs from 1. The lowest free-electron band is a simple example. There $E=k^2$ and $E'(\pi/a^-)=2\pi/a$, so the result is zero. A lattice without a potential cannot drag electrons.

\subsection*{A chain with connected pairs}

The following chain has the band structure you describe. The electron has an even and an odd transverse mode, the odd one higher by 2 Ry. The cell length is $a=12$ bohr. Atoms A sit at $0$ and $a/2$, alternately above and below the axis; atoms B sit on it at $a/4+u$ and $3a/4+u$. Each atom is a Gaussian well of standard deviation 0.8 bohr, with depth 2 Ry for A and 1.2 Ry for B, acting equally on both modes. Each A well also couples the modes with half its strength, with opposite signs for the two A atoms. Both cores have charge $+2$. The wells move rigidly, and there is no self-consistent screening.

A shift by $a/2$ combined with transverse reflection is a symmetry. Its square is a translation by $a$, so its eigenvalues are $\pm e^{ika/2}$, which become $\pm i$ at $k=\pi/a$. Time reversal returns this $k$ to an equivalent point and exchanges $i$ with $-i$. Every state there has a distinct partner of equal energy, hence the touching pairs. The gaps are 0.68 Ry between the filled pairs and 0.48 Ry above them.

Both $\partial_kH$ and $\partial_uH$ respect this symmetry. They do not connect states with opposite eigenvalues, so $t_{nm}$ between the two branches of a pair vanishes and causes no divergence near the edge.

The contributions to $Z_B$, in units of $e$, are as follows (sums were formed before rounding).

\begin{center}
\begin{tabular}{lrr}
 & lower pair & upper pair\\
\hline
energy-ordered bands & $0.23,\ 0.60$ & $-0.77,\ -2.43$\\
symmetric Wannier functions & $0.42,\ 0.42$ & $-1.60,\ -1.60$\\
sum over the pair & $0.84$ & $-3.20$
\end{tabular}
\end{center}

The Wannier functions come from projecting even-mode Gaussians $e^{-(x-x_0)^2/2}$, with $x$ in bohr, centred on the A sites for the lower pair and on the undisplaced B sites for the upper pair. These Gaussians stay fixed while B moves. The shift-and-reflect symmetry maps one function of a pair onto the other, so their contributions are equal. As an independent test, their centres were measured from real-space densities and differentiated numerically. The pair sums agreed with Eq.~\eqref{eq:group} within an absolute tolerance of $10^{-4}$.

Now rotate the lower pair. Its centres are 6 bohr apart, and $d\,\mathrm{Re}X_{12}/du=0.06$. This last number belongs to the chosen trial Gaussians; doubling their width raises it to $0.20$ and leaves the diagonal values at $0.42$. Equation~\eqref{eq:eta}, with the minus sign from Eq.~\eqref{eq:Z}, gives for the first function
\begin{align}
\eta=0:&\quad 0.42-0.06=0.36,\nonumber\\
\eta=0.1\ \mathrm{rad/bohr}:&\quad 0.36-0.1\times6=-0.24,\nonumber\\
\eta=-0.3\ \mathrm{rad/bohr}:&\quad 0.36+0.3\times6=2.16 .
\end{align}
The second function gives $0.48$, $1.08$ and $-1.32$. Even the sign of a contribution is a matter of gauge, while each sum remains $0.84$.

The numerical output also lists a smooth $k$-dependent complex gauge for this pair. Its two values happen to lie within 0.001 of the energy-ordered ones. No band energies entered the choice of that gauge, and the agreement is accidental. If the B wells are made 1.0 Ry deep instead of 1.2 Ry, the same gauge gives $0.11$ and $0.47$, while the energy-ordered bands give $0.18$ and $0.40$.

The translation check exposes the energy-ordered numbers. The third band has edge slope 0.986 Ry\,bohr, and Eq.~\eqref{eq:edge} gives
\begin{equation}
1-\frac{12\times0.986}{2\pi}=-0.88 .
\end{equation}
Read as a centre, this band would move backwards when the whole crystal moves forwards. Its partner gives $2.88$, and the pair gives the required $2$. For the lower pair the values are $0.64$ and $1.36$.

The energy-ordered numbers are also not the limit reached when a weak perturbation opens the touching. If the two B wells differ in depth by $\pm0.5\%$, the two upper bands become isolated and contribute $-1.69$ and $-1.51$ to $Z_B$. If the two A wells differ by $\pm0.5\%$ instead, they contribute about $-56$ and $+53$. The pair sum stays at $-3.20$ in both cases.

\subsection*{Why parallel transport changes the pair sums}

In the parallel-transport gauge, $\partial_uw_n$ has no component on any occupied state. The last term of Eq.~\eqref{eq:deriv} is then zero, and the sum for a group becomes
\begin{equation}
\left.\frac{dX_{\mathcal G}}{du}\right|_{\rm pt}
=\frac{a}{2\pi}\int dk\sum_{n\in\mathcal G}\ \sum_{m\,\rm unocc}t_{nm}.
\end{equation}
Compared with Eq.~\eqref{eq:group}, the terms between the two occupied pairs are missing. As the atom moves, the true subspace of each pair acquires some character of the other pair. Parallel transport suppresses this change, so its functions no longer span the separate pairs at $u\ne0$, although together they still span the occupied space.

Here the lower pair gives $0.15$ instead of $0.84$, and the upper pair $-2.51$ instead of $-3.20$ (both in $e$). The first loses $0.69$ and the second gains $0.69$, as $t_{mn}=-t_{nm}$ requires. Both decompositions give the electronic total $-2.36$. To obtain the pair sums from linear response, restore the terms between occupied groups.

\subsection*{What may be said physically}

The Born charge of B is
\begin{equation}
Z_B=2+0.84-3.20=-0.36,
\end{equation}
or $-5.8\times10^{-20}$ C. That of A is $+0.36$, so a rigid translation produces no dipole.

The pair sums can be compared with a simple ionic picture. If the upper pair followed B rigidly and the lower pair stayed with A, they would contribute $-2$ and $0$, and $Z_B$ would vanish. In fact the summed centre of the upper pair moves by 3.20 bohr per bohr of displacement, and that of the lower pair moves backwards by 0.84. These are well-defined statements about two subspaces.

They are still not two separately measured charges. In this model, with its fixed potentials, $0.84$ would be the electronic contribution if the lower pair alone were filled. In a self-consistent calculation, removing the upper electrons would change both the potential and its response to the displacement, so that interpretation would fail. The pair sums also depend on the one-particle Hamiltonian that defines the bands.

For your chain, you can report that the upper pair contributes $-3.20$, naming the Hamiltonian and the group. The value $-2.43$ is minus the zone-averaged curvature $\Omega_n$ of the highest filled band, and you should not present it as the response of a separate group of electrons. If you quote contributions of single Wannier functions, state how the functions were chosen at $u=0$ and how that choice was continued as the atom moved.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Cell length a: 12.0000 bohr
A well depth: 2.0000 Ry
B well depth: 1.2000 Ry
Well width (std. dev.): 0.8000 bohr
Odd-mode offset: 2.0000 Ry
Mode-coupling ratio: 0.5000 (dimensionless)
Core charge A: 2.0000 e
Core charge B: 2.0000 e
Gap between groups 1 and 2: 0.6841 Ry
Gap above group 2: 0.4799 Ry
Contributions to the charge of B:
Energy-ordered band 1: 0.2331 e
Energy-ordered band 2: 0.6035 e
Energy-ordered band 3: -0.7677 e
Energy-ordered band 4: -2.4311 e
Group 1 sum: 0.8366 e
Group 2 sum: -3.1988 e
Group 1 Wannier 1: 0.4183 e
Group 1 Wannier 2: 0.4183 e
Group 2 Wannier 1: -1.5994 e
Group 2 Wannier 2: -1.5994 e
Group 1 centre separation: 6.0000 bohr
Group 1 d Re X_12/du: 0.0632 (dimensionless)
Rotated 1, eta=0.0 rad/bohr: 0.3551 e
Rotated 2, eta=0.0 rad/bohr: 0.4815 e
Rotated 1, eta=0.1 rad/bohr: -0.2449 e
Rotated 2, eta=0.1 rad/bohr: 1.0815 e
Rotated 1, eta=-0.3 rad/bohr: 2.1551 e
Rotated 2, eta=-0.3 rad/bohr: -1.3185 e
Generic gauge, function 1: 0.2338 e
Generic gauge, function 2: 0.6028 e
Parallel transport, group 1: 0.1478 e
Parallel transport, group 2: -2.5100 e
Electronic total for B: -2.3622 e
Rigid translation, dX/du (ideal value 1):
Band 1 edge slope: 0.1873 Ry bohr
Band 1 translation: 0.6424 (dimensionless)
Band 2 edge slope: -0.1873 Ry bohr
Band 2 translation: 1.3576 (dimensionless)
Band 3 edge slope: 0.9856 Ry bohr
Band 3 translation: -0.8823 (dimensionless)
Band 4 edge slope: -0.9856 Ry bohr
Band 4 translation: 2.8823 (dimensionless)
Born charge of A: 0.3622 e
Born charge of B: -0.3622 e
Born charge of B: -5.8036e-20 C
\end{verbatim}
